# The Tsu-Esaki Current Integral and Its Equal-Mass Condition: verification in Python

```python
"""
Tsu-Esaki tunnelling current between two parabolic contacts of equal mass m:
  J = q m kT/(2 pi^2 hbar^3) * Int_0^inf D(Ex)
      * ln{[1+exp((mu-Ex)/kT)]/[1+exp((mu-qV-Ex)/kT)]} dEx
Ex: energy of motion normal to the layers, from the left band edge
Et: transverse energy hbar^2 kt^2/(2m) in the contacts;  D: flux transmission
mu: left Fermi level;  V >= 0: bias, lowering the right contact by qV
The formula needs D independent of Et, as for an insulator of the same mass m.
If not, the double integral over Ex and Et of D(Ex,Et)(fL-fR) is required.
Program units: eV, nm, masses in electron masses, currents in A/cm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

Q, HBAR, M0, KB = const.e, const.hbar, const.m_e, const.k
H2M = HBAR**2 / (2 * M0) / Q * 1e18          # hbar^2/(2 m0) in eV nm^2
TEMP = 300.0
KT = KB * TEMP / Q
MC, MU = 0.4, 0.1                          # contact mass, Fermi energy
WIDTH = np.array([0.5, 2.0])
HEIGHT = np.array([3.0, 1.5])
PERMITTIVITY = np.array([4.0, 20.0])
EQUAL = (MC, MC)                           # insulator masses equal to contact
UNEQUAL = (0.5, 0.2)                       # insulator masses unlike contact
EMAX = 1.0                                 # cutoff: Fermi tail is negligible
# current prefactor q m/(2 pi^2 hbar^3), for energies in eV
PREF = Q * MC * M0 * Q**2 / (2 * np.pi**2 * HBAR**3) * 1e-4


def gauss(n):
    """Gauss-Legendre nodes and weights on (0,1)."""
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def layers(bias, masses):
    """Width, mass, left and right band edge of each insulating layer."""
    share = WIDTH / PERMITTIVITY
    drop = bias * share / share.sum()
    before = np.array([0.0, drop[0]])
    return [(WIDTH[i], masses[i], HEIGHT[i] - before[i],
             HEIGHT[i] - before[i] - drop[i]) for i in range(2)]


def transmission(ex, et, bias, masses, from_right=False, n=20):
    """Layer-matrix transmission with the Et-shifted one-dimensional barrier."""
    slices = [(w / n, m, a + (b - a) * (j + 0.5) / n)
              for w, m, a, b in layers(bias, masses) for j in range(n)]
    k_in = np.sqrt(MC * ex / H2M)
    k_out = np.sqrt(MC * (ex + bias) / H2M)
    if from_right:
        slices = slices[::-1]
        k_in, k_out = k_out, k_in
    psi, slope = 1.0 + 0j, 1j * k_out / MC  # slope = psi'/mass
    for h, m, u in reversed(slices):
        kap = np.sqrt(m / H2M * (u + et * (MC / m - 1) - ex) + 0j)
        c, s = np.cosh(kap * h), np.sinh(kap * h)
        psi, slope = (c * psi - s * m / kap * slope,
                      c * slope - s * kap / m * psi)
    incident = (psi + slope * MC / (1j * k_in)) / 2
    return k_out / k_in / np.abs(incident)**2


def transmission_ode(ex, et, bias, masses):
    """Direct integration of the wave equation in total energy and kt."""
    energy, kt2 = ex + et, MC * et / H2M
    k_left = np.sqrt(MC * energy / H2M - kt2)
    k_right = np.sqrt(MC * (energy + bias) / H2M - kt2)
    y = np.array([1.0 + 0j, 1j * k_right / MC])
    for w, m, a, b in reversed(layers(bias, masses)):
        def rhs(x, y, w=w, m=m, a=a, b=b):
            u = a + (b - a) * x / w
            return np.array([m * y[1],
                             ((u - energy) / H2M + kt2 / m) * y[0]])
        y = solve_ivp(rhs, (w, 0.0), y, method="DOP853",
                      rtol=1e-10, atol=1e-12).y[:, -1]
    incident = (y[0] + y[1] * MC / (1j * k_left)) / 2
    return k_right / k_left / abs(incident)**2


def fermi(e, mu):
    return 1 / (1 + np.exp((e - mu) / KT))


def supply(ex, bias):
    """Transverse integral of fL-fR in closed form, in eV."""
    return KT * (np.logaddexp(0, (MU - ex) / KT)
                 - np.logaddexp(0, (MU - bias - ex) / KT))


U, WU = gauss(100)
EX, WEX = EMAX * U**2, 2 * EMAX * U * WU    # resolves sqrt(Ex) at threshold


def tsu_esaki(bias, masses):
    d = transmission(EX, 0.0, bias, masses)
    return PREF * np.sum(WEX * d * supply(EX, bias))


def double_integral(bias, masses):
    ex, et = EX[:, None], EMAX * U[None, :]
    d = transmission(ex, et, bias, masses)
    diff = fermi(ex + et, MU) - fermi(ex + et, MU - bias)
    return PREF * np.sum(WEX[:, None] * EMAX * WU[None, :] * d * diff)


def flux_kspace(bias, masses, right):
    """One-way current from a Cartesian integral over a contact's k states."""
    s, ws = gauss(50)
    shift = bias if right else 0.0
    k0 = np.sqrt(MC * shift / H2M)          # below k0 no state on the left
    k1 = np.sqrt(MC * (EMAX + shift) / H2M)
    kx = (k0 + (k1 - k0) * s**2)[:, None, None]
    wx = (2 * (k1 - k0) * s * ws)[:, None, None]
    kt = np.linspace(0, np.sqrt(MC * EMAX / H2M), 29)
    wt = np.full(29, 2 * (kt[1] - kt[0]))   # factor 2: both signs of k
    wt[[0, -1]] /= 2
    ky, kz = kt[None, :, None], kt[None, None, :]
    weight = wx * wt[None, :, None] * wt[None, None, :]
    kinetic = H2M / MC * (kx**2 + ky**2 + kz**2)
    d = transmission(H2M / MC * kx**2 - shift, H2M / MC * (ky**2 + kz**2),
                     bias, masses, from_right=right)
    velocity = HBAR * kx * 1e9 / (MC * M0)
    total = np.sum(weight * velocity * d * fermi(kinetic, MU)) * 1e27
    return 2 * Q * total / (2 * np.pi)**3 * 1e-4


def lattice_modes(energy, u):
    """Mode-to-mode transmission on a square lattice, periodic in y.
    Energies in units of the hopping; u[x,y] is the barrier potential."""
    nx, ny = u.shape
    m = np.arange(ny)
    phi = np.exp(2j * np.pi * np.outer(m, m) / ny) / np.sqrt(ny)
    eps = 2 - 2 * np.cos(2 * np.pi * m / ny)
    c = (2 + eps - energy) / 2
    lam = c + 1j * np.sqrt(1 - c**2 + 0j)
    sigma = (phi * (-lam)) @ phi.conj().T
    ring = np.roll(np.eye(ny), 1, axis=0)
    hx = 2 * np.eye(nx) - np.eye(nx, k=1) - np.eye(nx, k=-1)
    hy = 2 * np.eye(ny) - ring - ring.T
    ham = (np.kron(hx, np.eye(ny)) + np.kron(np.eye(nx), hy)
           + np.diag(u.ravel())).astype(complex)
    ham[:ny, :ny] += sigma
    ham[-ny:, -ny:] += sigma
    green = np.linalg.inv(energy * np.eye(nx * ny) - ham)
    g = phi.conj().T @ green[-ny:, :ny] @ phi
    gam = 2 * lam.imag
    return np.outer(gam, gam) * np.abs(g)**2, eps


def changed_fraction(t):
    """Share of the current entering with kt=0 that leaves with kt nonzero."""
    return t[1:, 0].sum() / t[:, 0].sum()


# Conservation of kt: uniform barrier against a corrugated one
flat = np.full((3, 6), 2.5)
rough = flat + np.cos(2 * np.pi * np.arange(6) / 6)[None, :]
t_flat, eps = lattice_modes(1.7, flat)
t_rough, _ = lattice_modes(1.7, rough)
assert changed_fraction(t_flat) < 1e-12
assert changed_fraction(t_rough) > 1e-3
for mode in (0, 1):
    one_dim, _ = lattice_modes(1.7 - eps[mode], flat[:, :1])
    assert np.isclose(t_flat[mode, mode], one_dim[0, 0], rtol=1e-9)

# Shifted barrier against the wave equation in total energy and kt.
# Tolerance 1e-3 covers the staircase approximation to the sloping bands.
for masses in (EQUAL, UNEQUAL):
    for ex, et in ((0.03, 0.0), (0.1, 0.1), (0.25, 0.3)):
        assert np.isclose(transmission(ex, et, 0.5, masses),
                          transmission_ode(ex, et, 0.5, masses),
                          rtol=1e-3, atol=0)
d_ode = [transmission_ode(0.1, et, 0.5, EQUAL) for et in (0.0, 0.1)]
assert np.isclose(d_ode[0], d_ode[1], rtol=1e-6, atol=0)

# Equal transmission in both directions
for et in (0.0, 0.15):
    assert np.isclose(transmission(0.1, et, 0.5, UNEQUAL),
                      transmission(0.1, et, 0.5, UNEQUAL, from_right=True),
                      rtol=1e-8, atol=0)

# Closed transverse integral against quadrature
for ex in (0.0, 0.1, 0.3):
    for bias in (0.05, 0.5):
        num = quad(lambda et: fermi(ex + et, MU) - fermi(ex + et, MU - bias),
                   0, 1.5, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
        assert np.isclose(num, supply(ex, bias), rtol=1e-7, atol=0)

# Current formulas against Cartesian k-space integration in both contacts
fluxes = {}
for bias in (0.05, 0.5):
    for masses in (EQUAL, UNEQUAL):
        pair = [flux_kspace(bias, masses, side) for side in (False, True)]
        fluxes[bias, masses] = pair
        net = pair[0] - pair[1]
        assert np.isclose(net, double_integral(bias, masses),
                          rtol=1e-5, atol=0)
        if masses == EQUAL:
            assert np.isclose(net, tsu_esaki(bias, masses),
                              rtol=1e-5, atol=0)

# Outside its condition the single integral must miss the full result
j_full = double_integral(0.5, UNEQUAL)
j_single = tsu_esaki(0.5, UNEQUAL)
assert abs(j_single / j_full - 1) > 0.02

# Small-bias conductance against an extrapolated finite difference
conductance = PREF * np.sum(WEX * transmission(EX, 0.0, 0.0, EQUAL)
                            * fermi(EX, MU))
dv = 1e-4
slope_v = (4 * tsu_esaki(dv, EQUAL) - tsu_esaki(2 * dv, EQUAL)) / (2 * dv)
assert np.isclose(slope_v, conductance, rtol=1e-3, atol=0)

# Thermionic limit: unit transmission above a step, none below
step = 0.8
richardson = Q * MC * M0 * KB**2 / (2 * np.pi**2 * HBAR**3) * 1e-4
closed = richardson * TEMP**2 * np.exp(-(step - MU) / KT)
numeric = PREF * KT**2 * quad(
    lambda z: np.log1p(np.exp((MU - step) / KT - z)), 0, 40,
    epsabs=0, epsrel=1e-9)[0]
assert np.isclose(numeric, closed, rtol=1e-6, atol=0)

# Worked example
drop = [a - b for _, _, a, b in layers(0.5, EQUAL)]
j_main = tsu_esaki(0.5, EQUAL)
density = WEX * transmission(EX, 0.0, 0.5, EQUAL) * supply(EX, 0.5)
mean_ex = np.sum(density * EX) / np.sum(density)
print(f"Temperature: {TEMP:.0f} K; kT = {KT:.6f} eV")
print(f"Contact mass: {MC} m0; Fermi energy: {MU} eV")
for i in range(2):
    print(f"Layer {i+1}: width {WIDTH[i]} nm, barrier {HEIGHT[i]} eV, "
          f"permittivity {PERMITTIVITY[i]:.0f}")
    print(f"  potential energy drop at 0.5 V: {drop[i]:.4f} eV")
print(f"Prefactor q m/(2 pi^2 hbar^3): {PREF:.5e} A/(cm^2 eV^2)")
print(f"Prefactor times kT: {PREF*KT:.5e} A/(cm^2 eV)")
print("Equal masses, 0.5 V: Ex [eV], D, S [eV], dJ/dEx [A/(cm^2 eV)]")
for ex in (0.02, 0.05, 0.10, 0.15, 0.20, 0.30):
    d, s = transmission(ex, 0.0, 0.5, EQUAL), supply(ex, 0.5)
    print(f"  {ex:.2f}  {d:.4e}  {s:.4e}  {PREF*d*s:.4e}")
print(f"Current, equal masses, 0.5 V: {j_main:.5e} A/cm^2")
print(f"Same from k-space integration: "
      f"{fluxes[0.5, EQUAL][0]-fluxes[0.5, EQUAL][1]:.5e} A/cm^2")
print(f"Current-weighted mean Ex, 0.5 V: {mean_ex:.4f} eV")
print(f"Left-to-right flux, 0.05 V: {fluxes[0.05, EQUAL][0]:.5e} A/cm^2")
print(f"Right-to-left flux, 0.05 V: {fluxes[0.05, EQUAL][1]:.5e} A/cm^2")
print(f"Net current, 0.05 V: {tsu_esaki(0.05, EQUAL):.5e} A/cm^2")
print(f"Zero-bias conductance: {conductance:.5e} A/(cm^2 V)")
print(f"Unequal insulator masses: {UNEQUAL[0]} and {UNEQUAL[1]} m0")
for name, masses in (("equal", EQUAL), ("unequal", UNEQUAL)):
    for et in (0.0, 0.1):
        print(f"D at Ex=0.1 eV, Et={et} eV, 0.5 V, {name} masses: "
              f"{transmission(0.1, et, 0.5, masses):.4e}")
print(f"Unequal masses, 0.5 V, double integral: {j_full:.5e} A/cm^2")
print(f"Unequal masses, 0.5 V, single integral: {j_single:.5e} A/cm^2")
print(f"Ratio single/double: {j_single/j_full:.4f}")
print(f"Richardson constant for contact mass: {richardson:.3f} A/(cm^2 K^2)")
print(f"Thermionic current over {step} eV step: {closed:.4e} A/cm^2")
print(f"kt-changing share, uniform barrier: {changed_fraction(t_flat):.1e}")
print(f"kt-changing share, corrugated: {changed_fraction(t_rough):.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 300 K; kT = 0.025852 eV
Contact mass: 0.4 m0; Fermi energy: 0.1 eV
Layer 1: width 0.5 nm, barrier 3.0 eV, permittivity 4
  potential energy drop at 0.5 V: 0.2778 eV
Layer 2: width 2.0 nm, barrier 1.5 eV, permittivity 20
  potential energy drop at 0.5 V: 0.2222 eV
Prefactor q m/(2 pi^2 hbar^3): 6.47324e+09 A/(cm^2 eV^2)
Prefactor times kT: 1.67346e+08 A/(cm^2 eV)
Equal masses, 0.5 V: Ex [eV], D, S [eV], dJ/dEx [A/(cm^2 eV)]
  0.02  3.3674e-09  8.1145e-02  1.7688e+00
  0.05  6.6523e-09  5.3490e-02  2.3034e+00
  0.10  1.3659e-08  1.7919e-02  1.5844e+00
  0.15  2.4364e-08  3.4905e-03  5.5050e-01
  0.20  4.1140e-08  5.3465e-04  1.4238e-01
  0.30  1.0945e-07  1.1286e-05  7.9962e-03
Current, equal masses, 0.5 V: 2.62019e-01 A/cm^2
Same from k-space integration: 2.62019e-01 A/cm^2
Current-weighted mean Ex, 0.5 V: 0.0764 eV
Left-to-right flux, 0.05 V: 1.63526e-02 A/cm^2
Right-to-left flux, 0.05 V: 4.50373e-03 A/cm^2
Net current, 0.05 V: 1.18488e-02 A/cm^2
Zero-bias conductance: 2.37201e-01 A/(cm^2 V)
Unequal insulator masses: 0.5 and 0.2 m0
D at Ex=0.1 eV, Et=0.0 eV, 0.5 V, equal masses: 1.3659e-08
D at Ex=0.1 eV, Et=0.1 eV, 0.5 V, equal masses: 1.3659e-08
D at Ex=0.1 eV, Et=0.0 eV, 0.5 V, unequal masses: 3.3512e-07
D at Ex=0.1 eV, Et=0.1 eV, 0.5 V, unequal masses: 2.1406e-07
Unequal masses, 0.5 V, double integral: 5.65148e+00 A/cm^2
Unequal masses, 0.5 V, single integral: 6.65076e+00 A/cm^2
Ratio single/double: 1.1768
Richardson constant for contact mass: 48.069 A/(cm^2 K^2)
Thermionic current over 0.8 eV step: 7.5271e-06 A/cm^2
kt-changing share, uniform barrier: 8.7e-31
kt-changing share, corrugated: 0.1797
ALL CHECKS PASSED
```
